# Why Reconstructed Silicon Boundaries Can Lack Deep Gap States

Where two silicon grains meet, the lattice of one does not continue into the lattice of the other. Cutting both grains along the boundary plane leaves atoms with open bonds; at the boundary studied below, each such atom keeps three neighbours and has one open bond. Some boundaries then reconstruct: the open bonds pair up across the plane, every atom regains four neighbours, and the price is bent and stretched bonds together with rings that the crystal does not contain. Such a boundary is visibly distorted compared with the crystal, yet it can be free of levels deep in the gap, whereas a single threefold atom brings one. What protects the gap, and how much distortion does the protection survive?

## A model in which both cases can be solved

Give each atom one $s$ and three $p$ orbitals, orthonormal, with energies $E_s<E_p$, and write $\Delta=E_p-E_s$. For a bond leaving an atom along the unit vector $\mathbf d$, define the directed orbital

$$|h(\mathbf d)\rangle=\tfrac12\left(|s\rangle+\sqrt3\,\mathbf d\cdot|\mathbf p\rangle\right).$$

Two directed orbitals on one atom, at angle $\theta$, overlap by

$$\langle h(\mathbf d)|h(\mathbf d')\rangle=\tfrac14(1+3\cos\theta),$$

which vanishes at the tetrahedral angle, $\cos\theta=-1/3$, and not otherwise. Each bond $b$ couples the two orbitals that point at each other with matrix element $-V_b$, where $V_b=V_0/r_b^2$ and $r_b$ is the bond length in units of the ideal one. The directed orbitals follow the real bond directions, so bent bonds are included.

This is a one-electron, nearest-neighbour model. It omits electron repulsion, charge self-consistency, spin-orbit coupling and, for now, every coupling between neighbours other than the one just described.

The Hamiltonian is $H=A+T$. The atomic part $A$ has eigenvalues $E_s$ and $E_p$, so $E_s\le A\le E_p$. The bond part $T$ can be factorized. Let the matrix $P$ have one column for each end of each bond, namely $\sqrt{V_b}\,|h\rangle$ on the atom at that end. Let $M$ exchange the two ends of each bond with a factor $-1$, times a Bloch phase if the bond leaves the cell. Multiplying out gives

$$T=PMP^\dagger .$$

For one bond, $M$ is the block

$$-\begin{pmatrix}0&e^{i\phi}\\e^{-i\phi}&0\end{pmatrix},$$

whose square is the unit matrix and whose trace is zero. With $n_b$ bonds, $M$ therefore has eigenvalues $-1$ and $+1$, each $n_b$ times. The product in the other order, $PP^\dagger$, does not connect different atoms. On atom $i$ it is the local bond matrix

$$K_i=\sum_{b\ni i}V_b\,|h_b\rangle\langle h_b| .$$

Let $\gamma$ be the smallest eigenvalue of $K_i$ found anywhere in the structure. It measures how well the worst-bonded combination of orbitals is held. In the ideal crystal the four $h_b$ are orthonormal, so $K_i=V_0\mathbf 1$ and $\gamma=V_0$.

A finite slab also has outer faces. Their open bonds are closed by caps, each with one orbital of energy $(E_s+3E_p)/4$, coupled by $V_b$. This energy lies between $E_s$ and $E_p$, so the limits on $A$ still hold; a cap's local matrix is the number $V_b$, which is included in the search for $\gamma$.

## Four bonds: a guarantee that does not depend on the rings

Suppose every atom has four bonds and every cap one. The number of orbitals then equals the number of bond ends, $2n_b$, and $P$ is square. If $\gamma>0$, it is also invertible.

Consider the vectors $x$ for which $y=P^\dagger x$ lies in the $-1$ space of $M$. They form a space of dimension $n_b$, and on it

$$x^\dagger Tx=y^\dagger My=-y^\dagger y=-x^\dagger PP^\dagger x\le-\gamma\,x^\dagger x .$$

Adding $x^\dagger Ax\le E_p\,x^\dagger x$ gives $x^\dagger Hx\le(E_p-\gamma)\,x^\dagger x$. An $n_b$-dimensional space must share a nonzero vector with the span of the eigenvectors numbered $n_b$ and higher, because the two dimensions add up to one more than the total. On that vector the mean energy is at least $E_{n_b}$. Hence $E_{n_b}\le E_p-\gamma$.

The $+1$ space of $M$ gives the mirror statement: $x^\dagger Hx\ge(E_s+\gamma)\,x^\dagger x$ on $n_b$ dimensions, so the upper $n_b$ levels lie at or above $E_s+\gamma$. Together,

$$E_{n_b}\le E_p-\gamma,\qquad E_{n_b+1}\ge E_s+\gamma,\qquad E_{n_b+1}-E_{n_b}\ge2\gamma-\Delta .$$

The limits are the same at every wave vector, so a gap is guaranteed when $\gamma>\Delta/2$. Four electrons per atom and one per cap make $2n_b$ electrons, which fill the lower $n_b$ levels with two spins each.

Nothing in the argument refers to the crystal lattice, to ring sizes or to periodicity across the boundary. The condition is local: it asks that each atom hold all four of its orbital combinations firmly in bonds.

In the crystal the limits are attained. At zero wave vector, with atoms $A$ and $B$ in the cell, $\sum_b\mathbf d_b=0$ removes the $s$–$p$ coupling. The $s$–$s$ coupling is $4(-V_0/4)=-V_0$. The $p$–$p$ coupling is $\frac34V_0\sum_b\mathbf d_b\mathbf d_b^{T}=V_0\mathbf 1$, since the sum equals $\frac43\mathbf 1$. The combination $p_A-p_B$ then has energy $E_p-V_0$, and $s_A-s_B$ has energy $E_s+V_0$. For $2V_0>\Delta$ these are the band edges, and the crystal gap is $2V_0-\Delta$.

## How distortion spends the margin

Two simple distortions show what $\gamma$ responds to. First, weaken one bond of an otherwise ideal atom to $\lambda V_0$, with $0\le\lambda\le1$. The matrix $K$ keeps its four orthonormal eigenvectors, and its least eigenvalue is $\lambda V_0$. The guarantee then requires $\lambda>\Delta/2V_0$.

Second, keep all lengths ideal and flatten the tetrahedron. Take the bonds $(\pm\sin\alpha,0,\cos\alpha)$ and $(0,\pm\sin\alpha,-\cos\alpha)$. Their vector sum is zero, so $K$ does not mix $s$ with $p$, and its eigenvalues are

$$V_0,\qquad \tfrac32V_0\sin^2\alpha\ \text{(twice)},\qquad 3V_0\cos^2\alpha .$$

At the tetrahedral value $\cos^2\alpha=1/3$ all are $V_0$. As the atom is flattened, $3V_0\cos^2\alpha$ falls, and for a planar atom it vanishes. The orbital $p_z$ is then untouched by any bond and is an eigenstate at energy $E_p$, although the atom has four neighbours. If $V_0>\Delta$, this energy lies inside the crystal gap. Fourfold coordination is thus not enough by itself.

## Three bonds: a level that cannot be pushed out

On a threefold atom, three directed orbitals cannot span four dimensions. There is a combination $g$ orthogonal to all three, so $P^\dagger g=0$ and $Tg=0$. This is the dangling orbital, and no strengthening of the three remaining bonds changes that.

Let there be $n_3$ such atoms, each with three linearly independent directed orbitals, while the others keep invertible $K_i$. The number of orbitals is now $2n_b+n_3$, with $n_b$ counting the remaining bonds. The vectors with $P^\dagger x$ in the $-1$ space of $M$ now include the $n_3$ dangling orbitals, so they form a space of dimension $n_b+n_3$. On it $x^\dagger Tx\le0$, hence $E_{n_b+n_3}\le E_p$. The $+1$ space likewise shows that the upper $n_b+n_3$ levels lie at or above $E_s$, hence $E_{n_b+1}\ge E_s$. Therefore $n_3$ levels lie in

$$E_s\le E\le E_p .$$

For $V_0>\Delta$ this whole interval is strictly inside the crystal gap, which runs from $E_p-V_0$ to $E_s+V_0$. For $V_0<\Delta$ the interval reaches beyond both crystal edges, and the argument no longer forces these levels into the gap. Each threefold atom also contributes one electron that has no bond to enter, so in this one-electron count the middle levels are half filled.

A second solvable case locates the level. Take tetrahedral angles, the same coupling $V_0$ on every bond, and a network without closed rings. In the directed basis, $A$ has diagonal element $e_h=(E_s+3E_p)/4$ and off-diagonal element $(E_s-E_p)/4=-\Delta/4$. Look for a state at $E=e_h$ with amplitude $\psi_g$ on the dangling orbital and zero on the three back orbitals of the same atom. The equation for a back orbital is

$$-\tfrac{\Delta}{4}\psi_g-V_0\psi_{\rm next}=0,\qquad \psi_{\rm next}=-q\,\psi_g,\qquad q=\frac{\Delta}{4V_0},$$

where $\psi_{\rm next}$ belongs to the neighbour's orbital pointing back. That orbital plays the part of $g$ for the next shell, and the pattern repeats. The remaining equations hold because the orbitals they would couple to have zero amplitude. Each shell multiplies the weight by $3q^2$, so for $3q^2<1$ the geometric series gives a normalizable state with weight $1-3q^2$ on the dangling orbital. The energy $e_h=E_s+\tfrac34\Delta$ lies below the crystal's empty edge $E_s+V_0$ only if $V_0>\tfrac34\Delta$. In a real network these values shift, because rings make the paths interfere and because distorted bonds change both the dangling orbital and the couplings.

## A tilt boundary, with and without its fourth bonds

The example is a symmetric $\Sigma9$ (221) tilt boundary of the diamond lattice. Two mirrored grains are displaced by half a period, and four open bonds per cell on each side are joined across the plane. The slab has 48 atoms, 8 caps and 100 bonds. With lengths in ideal bond lengths, the geometry minimizes the Keating energy

$$\tfrac{3}{16}\sum_{\rm bonds}(r^2-1)^2+0.3\times\tfrac38\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\tfrac13\right)^2 .$$

After relaxation the bond lengths run from 0.954 to 1.027 and the angles from 94° to 127°. The network contains four five-membered rings per cell; the crystal has none.

Round parameters are used: $E_s=-2$, $E_p=2$ and $V_0=4.5$ eV, so $\Delta=4$ eV. The crystal gap is $2\times4.5-4=5$ eV, from $-2.5$ to $2.5$ eV. It is far wider than silicon's, and the example tests the mechanism, not silicon's level positions.

The relaxed boundary has $\gamma=3.36$ eV, well above $\Delta/2=2$ eV. Its guaranteed gap is $2\times3.36-4=2.72$ eV. The longest bond alone would allow $4.5/1.027^2=4.27$ eV, so much of the loss from 4.5 eV comes from the angles. Relaxation matters: the unrelaxed joined grains, at the starting separation used here, have $\gamma=2.44$ eV and a guaranteed gap of only 0.88 eV.

The computed spectrum, sampled at 15 wave vectors, is better than the guarantee. The highest filled level is at $-1.95$ eV and the lowest empty one at $2.65$ eV, a gap of 4.61 eV. The filled edge has moved 0.55 eV into the crystal gap, so distorted bonds do leave a mark. It is shallow against this 5 eV gap; a shift of the same size would be about half of silicon's gap. The empty edge lies 0.15 eV outside the crystal gap. This is an effect of the finite slab: in thick enough grains, a wave packet built from crystal states near the empty edge, placed far from the boundary and the faces, would bring a level as close to 2.5 eV as desired.

Now remove one of the four joining bonds per cell and leave all atoms in place. This is not a relaxed threefold structure; it isolates what the bond does to the spectrum. The bond part acquires two zero modes, and two levels per wave vector appear between 0.90 and 1.13 eV, deep in the fourfold gap. The highest filled level below them stays at $-1.95$ eV.

The ring-free estimate gives $e_h=(-2+3\times2)/4=1$ eV. With $q=4/18=0.222$, it gives a weight of $1-3\times0.0494=0.85$. The computed mean weight on the two dangling orbitals is 0.83 at zero wave vector, so these are states of the threefold atoms.

## From a dangling pair to a bond

Restoring the missing bond gradually, with its coupling multiplied by $\lambda$, joins the two cases. The two middle levels become a bonding and an antibonding level and move apart until they reach the other filled and empty levels. Towards the end of the table, the edges therefore no longer belong to this pair alone:

| $\lambda$ | $\gamma$ (eV) | highest lower level (eV) | lowest upper level (eV) |
|---|---|---|---|
| 0 | 0 | 1.08 | 0.97 |
| 0.25 | 1.10 | 0.12 | 1.84 |
| 0.50 | 2.13 | −0.80 | 2.48 |
| 0.75 | 2.99 | −1.55 | 2.64 |
| 1 | 3.36 | −1.95 | 2.65 |

In the first row the order appears reversed because the two extremes occur at different wave vectors: the two bands overlap in energy. At $\lambda=0.25$ there is a gap of 1.71 eV that the criterion does not promise, since $\gamma<2$ eV; the criterion is sufficient, not necessary. Yet the lower level lies 2.62 eV above the crystal's filled edge, and the upper one 0.66 eV below its empty edge. A reconstructed bond that couples too weakly can therefore leave a deep level even though a neighbour count calls the atom fourfold.

Random disorder can do the same. In one sample, random displacements with a standard deviation of 0.10 bond lengths along each axis, added to the relaxed boundary with all bonds kept, reduce $\gamma$ to 1.59 eV. The highest filled level rises to 0.13 eV, which is 2.63 eV above the crystal's filled edge. In a sample at 0.03 bond lengths, $\gamma$ is still 2.95 eV and that level is at $-1.47$ eV.

## What carries over to silicon

Silicon's neighbours also couple in ways left out above. A fuller $sp^3$ model with independent $s$–$s$, $s$–$p$ and $p$–$p$ couplings, including a $\pi$ coupling, no longer has the factorized form, and the bound is not claimed for it. With a second set of round parameters, the crystal's band edges are at $-3.33$ and $0.84$ eV. The slab with the same relaxed boundary has its edges at $-3.55$ and $0.95$ eV. Both lie outside the crystal gap because the slab is thin, and no level is found inside that gap. Cutting the same bond puts levels between $-1.88$ and $-1.30$ eV, at least 1.45 eV above the crystal's filled edge and 2.14 eV below its empty one. The contrast does not rest on the special form of the first model, although this gap too is not silicon's.

In the first model, then, a reconstructed boundary is sure to lack deep states when its geometry lets every open bond find a partner at lengths and angles that keep $\gamma$ well above $\Delta/2$. The margin depends on the ratio $V_0/\Delta$. For a fixed geometry $\gamma$ is proportional to $V_0$, and here $\gamma=(3.36/4.5)V_0=0.747\,V_0$, so this boundary is guaranteed a gap only for $V_0/\Delta>0.67$. A silicon-sized gap of 1.2 eV with $\Delta\approx7$ eV needs $V_0\approx4.1$ eV. Then $2\gamma\approx6.1$ eV is below $\Delta$ and $e_h$ lies above the crystal's empty edge, so at that ratio the first model guarantees neither the clean gap nor a dangling level inside it. The fuller model, with its gap of about 4.2 eV, shows the same contrast as the first example for the one relaxed boundary tried here. The distorted bonds still split their orbitals into filled and empty levels far apart, and the electron count fills the lower set. A boundary that leaves an atom without a partner, holds it by a badly weakened bond, or flattens its four bonds towards a plane loses that protection at that atom, however well the rest is reconstructed. Energies for a particular silicon boundary need a self-consistent calculation, in which electron repulsion also acts on the half-filled dangling levels. The numerical output below gives the full set of values.

## Calculated quantities

```
atoms 48, caps 8, bonds 100, orbitals 200
bonds across the boundary per cell: 4
five-membered rings per cell: 4.000
Keating bending/stretching ratio: 0.3
bond length range: 0.9543 to 1.0267 ideal lengths
bond angle range: 93.78 to 127.12 degrees
Es -2.0 eV, Ep 2.0 eV, V0 4.5 eV; k points 15
crystal edges: -2.5000 and 2.5000 eV, gap 5.0000 eV
gamma before relaxation: 2.4384 eV
gamma after relaxation: 3.3613 eV
guaranteed edges: -1.3613 and 1.3613 eV
guaranteed gap: 2.7226 eV
fourfold boundary edges: -1.9536 and 2.6517 eV
fourfold boundary gap: 4.6053 eV
shift of edges into crystal gap: 0.5464, -0.1517 eV
least |eigenvalue| of bonding part, fourfold: 3.7729 eV
zero modes of bonding part after cut: 2
length of the bond that is cut: 0.9723 ideal lengths
dangling levels, all k: 0.9017 to 1.1349 eV
dangling levels at Gamma: 0.9017, 0.9743 eV
other edges after cut: -1.9536, 2.6699 eV
s fraction of unbonded orbitals: 0.2359, 0.2516
their mean energies: 1.0563, 0.9935 eV
weight of Gamma levels on unbonded orbitals: 0.8315
bond factor 0.00: gamma -0.0000, top filled-side 1.0822, lowest empty-side 0.9743 eV
bond factor 0.25: gamma 1.1024, top filled-side 0.1241, lowest empty-side 1.8360 eV
bond factor 0.50: gamma 2.1297, top filled-side -0.7968, lowest empty-side 2.4827 eV
bond factor 0.75: gamma 2.9852, top filled-side -1.5477, lowest empty-side 2.6378 eV
bond factor 1.00: gamma 3.3613, top filled-side -1.9536, lowest empty-side 2.6517 eV
random displacement 0.03 ideal lengths: gamma 2.9470, edges -1.4725, 2.6526 eV
random displacement 0.06 ideal lengths: gamma 2.3455, edges -0.9400, 2.6109 eV
random displacement 0.10 ideal lengths: gamma 1.5864, edges 0.1321, 2.6350 eV
fuller model Es, Ep, ss, sp, pp-sigma, pp-pi (eV): -7.0 0.0 -2.0 2.5 4.5 -1.0
fuller model crystal edges: -3.3333, 0.8414 eV
fuller model fourfold boundary edges: -3.5525, 0.9525 eV
fuller model dangling levels: -1.8820 to -1.3035 eV
```
